# Stress at a Circular Hole in a (001) Silicon Membrane: a numerical check

```python
"""
Result under test: a round hole in a thin (001) cubic membrane under
uniaxial tension at angle phi from [100] has, at the edge points on the
diameter perpendicular to the load, a hoop stress K times the load:
    K(phi) = 1 + 2 E(phi) / sqrt(E100 E110).
E: Young modulus; C11, C12, C44: cubic stiffnesses; s_ij: compliances.
The hoop stress at those points is parallel to the load.
Complex-potential results are compared with a direct spectral solution of
the elastic boundary-value problem. Lengths in the solver are in hole radii.
"""
import itertools
import numpy as np
from numpy.polynomial import legendre
from scipy import constants, linalg

# Rough room-temperature silicon inputs and chosen membrane dimensions.
C11, C12, C44 = 166.0, 64.0, 80.0             # GPa
load_MPa = 50.0
radius_um, thickness_um, width_um = 10.0, 1.0, 1000.0
rough_strength_MPa = 1000.0
rough_drift_per_K, temperature_change_K = 1e-4, 100.0


def plane_compliance(c11, c12, c44, angle, plane_strain=False):
    """Rotate the full compliance tensor and extract its in-plane matrix."""
    stiffness = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    stiffness[:3, :3] += c12
    compliance = np.linalg.inv(stiffness)
    index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    tensor = np.zeros((3, 3, 3, 3))
    for i, j, k, l in itertools.product(range(3), repeat=4):
        first, second = index[i, j], index[k, l]
        factor = (1 if first < 3 else 2) * (1 if second < 3 else 2)
        tensor[i, j, k, l] = compliance[first, second] / factor
    c, s = np.cos(angle), np.sin(angle)
    axes = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
    for _ in range(4):
        tensor = np.moveaxis(np.tensordot(axes, tensor, axes=(1, 0)), 0, -1)
    pairs, weights = [(0, 0), (1, 1), (0, 1)], [1, 1, 2]
    plane = np.array([[weights[p] * weights[q] * tensor[pairs[p] + pairs[q]]
                       for q in range(3)] for p in range(3)])
    if plane_strain:
        normal = np.array([weights[p] * tensor[pairs[p] + (2, 2)]
                           for p in range(3)])
        plane -= np.outer(normal, normal) / tensor[2, 2, 2, 2]
    return plane


def upper_roots(s):
    roots = np.roots([s[0, 0], -2 * s[0, 2], 2 * s[0, 1] + s[2, 2],
                      -2 * s[1, 2], s[1, 1]])
    roots = roots[roots.imag > 0]
    assert len(roots) == 2
    return roots


def root_factor(s):
    return 1 + upper_roots(s).sum().imag


def closed_factor(c11, c12, c44, angle):
    denominator = (c11 - c12) * (c11 + 2 * c12)
    s11, s12 = (c11 + c12) / denominator, -c12 / denominator
    inverse_e110 = (s11 + s12) / 2 + 1 / (4 * c44)
    inverse_e = (s11 * np.cos(2 * angle) ** 2
                 + inverse_e110 * np.sin(2 * angle) ** 2)
    return 1 + 2 * np.sqrt(s11 * inverse_e110) / inverse_e


def potential_stress(s, x, y):
    """Stresses for unit load along x around a hole of unit radius."""
    mu = upper_roots(s)
    c1 = -0.5j / (mu[0] - mu[1])
    sx = np.ones_like(x)
    sy, txy = np.zeros_like(x), np.zeros_like(x)
    for m, coefficient in zip(mu, [c1, -c1]):
        z = x + m * y
        root = np.sqrt(z * z - 1 - m * m + 0j)
        plus, minus = (z + root) / (1 - 1j * m), (z - root) / (1 - 1j * m)
        zeta = np.where(abs(plus) > abs(minus), plus, minus)
        slope = (1 - 1j * m) / 2 - (1 + 1j * m) / (2 * zeta ** 2)
        derivative = -coefficient / zeta ** 2 / slope
        sx += 2 * (m * m * derivative).real
        sy += 2 * derivative.real
        txy -= 2 * (m * derivative).real
    return np.array([sx, sy, txy])


def hoop(stress, theta):
    s, c = np.sin(theta), np.cos(theta)
    return stress[0] * s * s + stress[1] * c * c - 2 * stress[2] * s * c


def solve_hole(s, load_angles, radial_order, angular_count, outer_radius):
    """Galerkin solution, Legendre in log radius and Fourier in angle.

    The disturbance displacement vanishes at outer_radius; the hole is free.
    """
    m, n = radial_order, angular_count
    polynomial = legendre.Legendre.basis(m)
    nodes = np.r_[-1, np.sort(polynomial.deriv().roots().real), 1]
    values = polynomial(nodes)
    difference = nodes[:, None] - nodes[None, :]
    np.fill_diagonal(difference, 1)
    radial_d = values[:, None] / values[None, :] / difference
    np.fill_diagonal(radial_d, 0)
    radial_d[0, 0], radial_d[-1, -1] = -m * (m + 1) / 4, m * (m + 1) / 4
    length = np.log(outer_radius)
    radial_d *= 2 / length
    radial_weight = length / (m * (m + 1) * values ** 2)
    theta = 2 * np.pi * np.arange(n) / n
    offset = np.arange(n)[:, None] - np.arange(n)[None, :]
    sine = np.sin(np.pi * offset / n)
    np.fill_diagonal(sine, 1)
    angular_d = 0.5 * (1 - 2 * (offset % 2)) / sine
    np.fill_diagonal(angular_d, 0)
    d_rho = np.kron(radial_d, np.eye(n))
    d_theta = np.kron(np.eye(m + 1), angular_d)
    c = np.tile(np.cos(theta), m + 1)[:, None]
    si = np.tile(np.sin(theta), m + 1)[:, None]
    gx, gy = c * d_rho - si * d_theta, si * d_rho + c * d_theta
    count = n * (m + 1)
    strain = np.zeros((3, count, 2 * count))
    strain[0, :, :count], strain[1, :, count:] = gx, gy
    strain[2, :, :count], strain[2, :, count:] = gy, gx
    q = np.linalg.inv(s)
    weight = np.repeat(radial_weight, n) * 2 * np.pi / n
    weighted = np.tensordot(q, strain, axes=1) * weight[None, :, None]
    matrix = (strain.reshape(3 * count, -1).T
              @ weighted.reshape(3 * count, -1))
    free = np.r_[np.arange(m * n), count + np.arange(m * n)]
    force = np.zeros((2 * count, len(load_angles)))
    for column, angle in enumerate(load_angles):
        traction = np.cos(theta - angle) * 2 * np.pi / n
        force[:n, column] = np.cos(angle) * traction
        force[count:count + n, column] = np.sin(angle) * traction
    displacement = np.zeros_like(force)
    displacement[free] = linalg.solve(matrix[np.ix_(free, free)], force[free],
                                      assume_a="pos")
    radius = np.exp((nodes + 1) * length / 2)
    results = []
    for column, angle in enumerate(load_angles):
        stress = q @ (strain @ displacement[:, column])
        stress = stress.reshape(3, m + 1, n) / radius[None, :, None]
        ca, sa = np.cos(angle), np.sin(angle)
        stress += np.array([ca * ca, sa * sa, ca * sa])[:, None, None]
        results.append(stress)
    return radius, theta, results


def fourier_value(values, theta, angle):
    harmonics = np.arange(1, (len(theta) - 1) // 2 + 1)
    kernel = 1 + 2 * np.cos(np.outer(angle - theta, harmonics)).sum(axis=1)
    return values @ kernel / len(theta)


angles = np.array([0, np.pi / 8, np.pi / 4])
compliances = [plane_compliance(C11, C12, C44, angle) for angle in angles]
s100, _, s110 = compliances
E100, E110 = 1 / s100[0, 0], 1 / s110[0, 0]
K = np.array([closed_factor(C11, C12, C44, angle) for angle in angles])

# Closed law against quartic roots of the rotated full tensor.
scan = np.linspace(0, np.pi / 4, 46)
scan_roots = np.array([root_factor(plane_compliance(C11, C12, C44, angle))
                       for angle in scan])
assert np.allclose(scan_roots, closed_factor(C11, C12, C44, scan), atol=1e-9)
assert np.all(np.diff(scan_roots) > 0)
assert abs((scan_roots[0] - 1) * (scan_roots[-1] - 1) - 4) < 1e-9
isotropic = root_factor(plane_compliance(C11, C12, (C11 - C12) / 2, 0.3))
assert abs(isotropic - 3) < 1e-5  # equal roots limit numerical accuracy

# Direct boundary-value solutions with changed resolution and outer radius.
settings = [(28, 33, 200.0), (22, 25, 200.0), (28, 33, 100.0)]
numerical_K = []
for number, setting in enumerate(settings):
    radius, theta, fields = solve_hole(s100, angles, *setting)
    numerical_K.append([fourier_value(hoop(field[:, 0], theta), theta,
                                      angle + np.pi / 2)
                        for field, angle in zip(fields, angles)])
    if number == 0:
        near = radius < 5
        x = radius[near, None] * np.cos(theta)
        y = radius[near, None] * np.sin(theta)
        field_error = np.max(abs(fields[0][:, near]
                                 - potential_stress(s100, x, y)))
        edge_error = 0.0
        for item in (0, 2):
            relative = theta - angles[item]
            tangent_s = np.array([plane_compliance(
                C11, C12, C44, angle + np.pi / 2)[0, 0] for angle in theta])
            formula = ((K[item] * np.sin(relative) ** 2
                        - np.cos(relative) ** 2)
                       * compliances[item][0, 0] / tangent_s)
            edge_error = max(edge_error, np.max(abs(
                hoop(fields[item][:, 0], theta) - formula)))
numerical_K = np.array(numerical_K)
resolution_shift = np.max(abs(numerical_K[0] - numerical_K[1]))
outer_shift = np.max(abs(numerical_K[0] - numerical_K[2]))
# Tolerances allow for the finite outer radius and truncated harmonics.
assert np.max(abs(numerical_K[0] - K)) < 3e-3
assert field_error < 1e-2 and edge_error < 1e-2
assert resolution_shift < 2e-2 and outer_shift < 5e-3

# Position of the largest hoop stress on the edge.
edge_angles = np.linspace(0, np.pi, 3601)
peaks, peak_angles = [], []
for s in compliances:
    edge = hoop(potential_stress(s, np.cos(edge_angles), np.sin(edge_angles)),
                edge_angles)
    peaks.append(edge.max())
    peak_angles.append(np.degrees(edge_angles[edge.argmax()]))
g = np.array([1 - s110[0, 0] / s100[0, 0], 1 - s100[0, 0] / s110[0, 0]])
peak_margin = K[[0, 2]] + 1 - 4 * g * K[[0, 2]]
assert np.all(peak_margin > 0)
assert abs(peak_angles[0] - 90) < 0.1 and abs(peak_angles[2] - 90) < 0.1
assert peaks[1] > K[1]

# Example and sizes of neglected effects.
peak_stress = load_MPa * K[[0, 2]]
peak_strain = (peak_stress * constants.mega
               / (np.array([E100, E110]) * constants.giga))
assert peak_stress[1] > peak_stress[0] and peak_strain[1] < peak_strain[0]
variation = rough_drift_per_K * temperature_change_K
corners = np.array([[closed_factor(C11 * a, C12 * b, C44 * c, angle)
                     for angle in angles[[0, 2]]]
                    for a, b, c in itertools.product(
                        [1 - variation, 1 + variation], repeat=3)])
low, high = corners.min(axis=0), corners.max(axis=0)
assert low[0] < 2.76 < high[0] and low[1] < 3.28 < high[1]
thick_K = [root_factor(plane_compliance(C11, C12, C44, angle, True))
           for angle in angles[[0, 2]]]
side = np.array([width_um / (2 * radius_um)])
side_excess = [100 * abs(potential_stress(s, np.zeros(1), side)[0, 0] - 1)
               for s in (s100, s110)]
poisson = np.array([-s100[0, 1] / s100[0, 0], -s110[0, 1] / s110[0, 0]])
wrinkle = (np.pi ** 2 * E100 * constants.giga / constants.mega
           / (12 * (1 - poisson[0] ** 2))
           * (thickness_um / (2 * radius_um)) ** 2)
assert wrinkle > load_MPa

print(f"Rough silicon inputs C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Compliances s11, s12, s44: {1000*s100[0,0]:.3f}, "
      f"{1000*s100[0,1]:.3f}, {1000*s100[2,2]:.3f} 1/TPa")
print(f"Young modulus along [100], [110]: {E100:.1f}, {E110:.1f} GPa")
print(f"In-plane Poisson ratio, load [100], [110]: "
      f"{poisson[0]:.3f}, {poisson[1]:.3f} (no unit)")
for name, s in (("[100]", s100), ("[110]", s110)):
    mu = upper_roots(s)
    print(f"Roots for load {name}: {mu[0]:.4f}, {mu[1]:.4f} (no unit)")
print(f"K for load [100], closed law: {K[0]:.4f} (no unit)")
print(f"K for load [110], closed law: {K[2]:.4f} (no unit)")
print(f"K for load at 22.5 degrees: {K[1]:.4f} (no unit)")
print("K from direct solution at 0, 22.5, 45 degrees: "
      + ", ".join(f"{value:.4f}" for value in numerical_K[0]) + " (no unit)")
print(f"Product (K100-1)(K110-1), from roots: "
      f"{(scan_roots[0]-1)*(scan_roots[-1]-1):.4f} (no unit)")
print(f"Rise of K from [100] to [110]: {100*(K[2]/K[0]-1):.1f} %")
print(f"Largest K shift on changing resolution: {resolution_shift:.1e} (no unit)")
print(f"Largest K shift, outer radius 100 to 200 radii: {outer_shift:.1e} (no unit)")
print(f"Largest field difference / load: {field_error:.1e} (no unit)")
print(f"Largest edge-law difference / load: {edge_error:.1e} (no unit)")
print(f"Peak-condition margins, [100], [110]: "
      f"{peak_margin[0]:.3f}, {peak_margin[1]:.3f} (no unit)")
print(f"Load at 22.5 degrees, edge maximum / load: {peaks[1]:.4f} (no unit)")
print(f"Its position measured from the load: {peak_angles[1]:.1f} degrees")
print(f"Applied tension: {load_MPa:.0f} MPa")
print(f"Hole radius, membrane thickness, width: {radius_um:.0f}, "
      f"{thickness_um:.0f}, {width_um:.0f} um")
print(f"Peak stress, load [100], [110]: {peak_stress[0]:.1f}, "
      f"{peak_stress[1]:.1f} MPa")
print(f"Peak strain, load [100], [110]: {100*peak_strain[0]:.4f}, "
      f"{100*peak_strain[1]:.4f} %")
print(f"Rough drift of constants over {temperature_change_K:.0f} K: "
      f"{100*variation:.1f} %")
print(f"K100 range for independent changes of that size: "
      f"{low[0]:.3f} to {high[0]:.3f} (no unit)")
print(f"K110 range for independent changes of that size: "
      f"{low[1]:.3f} to {high[1]:.3f} (no unit)")
print(f"Thick-plate plane-strain K, [100], [110]: "
      f"{thick_K[0]:.3f}, {thick_K[1]:.3f} (no unit)")
print(f"Thickness / hole diameter: {thickness_um/(2*radius_um):.3f} (no unit)")
print(f"Stress disturbance at membrane side, [100], [110]: "
      f"{side_excess[0]:.3f}, {side_excess[1]:.3f} % of load")
print(f"Rough local wrinkling stress scale: {wrinkle:.0f} MPa")
print(f"Rough fracture strength used for comparison: {rough_strength_MPa:.0f} MPa")
print(f"Largest peak stress / rough strength: "
      f"{peak_stress.max()/rough_strength_MPa:.2f} (no unit)")
print("no test failed")
```

It prints:

```
Rough silicon inputs C11, C12, C44: 166, 64, 80 GPa
Compliances s11, s12, s44: 7.670, -2.134, 12.500 1/TPa
Young modulus along [100], [110]: 130.4, 169.7 GPa
In-plane Poisson ratio, load [100], [110]: 0.278, 0.061 (no unit)
Roots for load [100]: -0.4813+0.8765j, 0.4813+0.8765j (no unit)
Roots for load [110]: -0.0000+1.6900j, -0.0000+0.5917j (no unit)
K for load [100], closed law: 2.7531 (no unit)
K for load [110], closed law: 3.2817 (no unit)
K for load at 22.5 degrees: 2.9828 (no unit)
K from direct solution at 0, 22.5, 45 degrees: 2.7529, 2.9825, 3.2814 (no unit)
Product (K100-1)(K110-1), from roots: 4.0000 (no unit)
Rise of K from [100] to [110]: 19.2 %
Largest K shift on changing resolution: 9.6e-04 (no unit)
Largest K shift, outer radius 100 to 200 radii: 8.5e-04 (no unit)
Largest field difference / load: 1.8e-04 (no unit)
Largest edge-law difference / load: 2.8e-04 (no unit)
Peak-condition margins, [100], [110]: 1.202, 8.240 (no unit)
Load at 22.5 degrees, edge maximum / load: 3.0836 (no unit)
Its position measured from the load: 98.1 degrees
Applied tension: 50 MPa
Hole radius, membrane thickness, width: 10, 1, 1000 um
Peak stress, load [100], [110]: 137.7, 164.1 MPa
Peak strain, load [100], [110]: 0.1056, 0.0967 %
Rough drift of constants over 100 K: 1.0 %
K100 range for independent changes of that size: 2.737 to 2.769 (no unit)
K110 range for independent changes of that size: 3.261 to 3.303 (no unit)
Thick-plate plane-strain K, [100], [110]: 2.731, 3.311 (no unit)
Thickness / hole diameter: 0.050 (no unit)
Stress disturbance at membrane side, [100], [110]: 0.020, 0.020 % of load
Rough local wrinkling stress scale: 291 MPa
Rough fracture strength used for comparison: 1000 MPa
Largest peak stress / rough strength: 0.16 (no unit)
no test failed
```
